# Gamma-matrix traces with \(\gamma_5\) and their use in polarised Compton scattering, part 2

The metric is \(g=\mathrm{diag}(+,-,-,-)\). The \(4\times4\) matrices obey \(\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu}\,\mathbb 1\), with \(\operatorname{tr}\mathbb 1=4\), \(\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3\), \(\gamma_\mu=g_{\mu\nu}\gamma^\nu\) and \(\varepsilon^{0123}=+1\). For four-vectors, \(\hat a=a_\mu\gamma^\mu\), \(\hat a^*\) has conjugated components, and \(a\cdot b=g_{\mu\nu}a^\mu b^\nu\) contains no conjugation. In four dimensions \(\operatorname{tr}\gamma_5=0\) and
\[\gamma_5\gamma^\mu=-\gamma^\mu\gamma_5.\tag{2}\]
\[\gamma_5^2=1,\qquad\gamma^0\gamma^1\gamma^2\gamma^3=-i\gamma_5,\tag{3}\]
\[\operatorname{tr}(\gamma^\mu\gamma^\nu\gamma_5)=0.\tag{5}\]
\[\operatorname{tr}(\text{odd number of }\gamma^\mu)=0,\qquad\operatorname{tr}(\text{odd number of }\gamma^\mu\times\gamma_5)=0.\tag{6}\]
\[\gamma^\mu\gamma^\nu\gamma^\rho=g^{\mu\nu}\gamma^\rho+g^{\nu\rho}\gamma^\mu-g^{\mu\rho}\gamma^\nu+i\,\varepsilon^{\mu\nu\rho\sigma}\gamma_\sigma\gamma_5.\tag{7}\]
\[\operatorname{tr}(\gamma^\tau\gamma^\sigma\gamma^\alpha\gamma^\beta)=4\left(g^{\tau\sigma}g^{\alpha\beta}-g^{\tau\alpha}g^{\sigma\beta}+g^{\tau\beta}g^{\sigma\alpha}\right).\tag{8}\]
\[\operatorname{tr}(\gamma^\mu\gamma^\nu\gamma^\rho\gamma^\sigma\gamma_5)=i\varepsilon^{\mu\nu\rho\tau}\operatorname{tr}(\gamma_\tau\gamma_5\gamma^\sigma\gamma_5)=-4i\,\varepsilon^{\mu\nu\rho\sigma}.\tag{9}\]
With \(T^{\mu\nu\rho\sigma\alpha\beta}=\operatorname{tr}(\gamma^\mu\gamma^\nu\gamma^\rho\gamma^\sigma\gamma^\alpha\gamma^\beta\gamma_5)\),
\[\begin{aligned}T^{\mu\nu\rho\sigma\alpha\beta}=-4i\big[\,&g^{\mu\nu}\varepsilon^{\rho\sigma\alpha\beta}-g^{\mu\rho}\varepsilon^{\nu\sigma\alpha\beta}+g^{\nu\rho}\varepsilon^{\mu\sigma\alpha\beta}\\&+g^{\alpha\beta}\varepsilon^{\mu\nu\rho\sigma}-g^{\sigma\beta}\varepsilon^{\mu\nu\rho\alpha}+g^{\sigma\alpha}\varepsilon^{\mu\nu\rho\beta}\,\big].\end{aligned}\tag{10}\]
With \(\varepsilon(a,b,c,d)=\varepsilon^{\mu\nu\rho\sigma}a_\mu b_\nu c_\rho d_\sigma\),
\[\begin{aligned}\operatorname{tr}(\hat a\hat b\hat c\hat d\hat f\hat h\gamma_5)=-4i\big[\,&(a\cdot b)\,\varepsilon(c,d,f,h)-(a\cdot c)\,\varepsilon(b,d,f,h)+(b\cdot c)\,\varepsilon(a,d,f,h)\\&+(f\cdot h)\,\varepsilon(a,b,c,d)-(d\cdot h)\,\varepsilon(a,b,c,f)+(d\cdot f)\,\varepsilon(a,b,c,h)\,\big].\end{aligned}\tag{11}\]
\[\varepsilon(a,b,c,d)=-\det\begin{pmatrix}a^\mu\\b^\mu\\c^\mu\\d^\mu\end{pmatrix}.\tag{12}\]
For any five indices \(a_n\) and any \(V^a\), with \(\varepsilon^{(n)}\) carrying the indices other than \(a_n\) in order,
\[\sum_{n=1}^5(-1)^n\,V^{a_n}\,\varepsilon^{(n)}=0.\tag{13}\]
Rename the indices of \(T\) as \(\mu_1,\dots,\mu_6\). For \(i<j\) let \(t_{ij}=(-1)^{i+j+1}\,g^{\mu_i\mu_j}\,\varepsilon^{[ij]}\), where \(\varepsilon^{[ij]}\) carries the remaining indices in order. For each \(i\),
\[\sum_{j>i}t_{ij}-\sum_{j<i}t_{ji}=0.\tag{14}\]
Hence the nine cross terms (\(i\le3<j\)) sum to zero, and
\[T=-4i\sum_{1\le i<j\le6}(-1)^{i+j+1}\,g^{\mu_i\mu_j}\,\varepsilon^{[ij]}.\tag{15}\]
"The program" checks results numerically with explicit matrices.

Part (d) asks whether (7) to (10) survive in six dimensions with \(\gamma_5\) still defined as above.

In part (e), a photon of energy \(\hbar\omega=1.0\times10^{-13}\,\mathrm J\) along \(z\) scatters through \(\theta=60^\circ\) in the \(xz\) plane off a free electron with \(p=(mc,\mathbf 0)\) and spin vector \(s=(0,0,0,1)\). The photon momenta are \(k,k'\), with \(q=p+k\) and \(p'=p+k-k'\). The polarisation vectors are
\[e=\tfrac1{\sqrt2}(0,\,1,\,i,\,0),\qquad e'=\tfrac1{\sqrt2}(0,\,\cos\theta,\,i,\,-\sin\theta).\]
The \(s\)-channel numerator is \(N=\bar u'\,\hat e'^*(\hat q+mc)\,\hat e\,u\). Given are \(u\bar u=\tfrac12(\hat p+mc)(1+\gamma_5\hat s)\) and, summed over final spins, \(\sum u'\bar u'=\hat p'+mc\). Wanted are the trace for the spin-dependent part of \(\sum|N|^2\) and the value of its six-matrix traces with \(\gamma_5\), in closed form and numerically.

### (d) Six dimensions

Both the derivation of (7) and the proof of (13) used the number four, the first through the unique missing index and the second through the repeated value among five indices. An explicit example shows that (7), (10) and (14) fail in six dimensions, while (8) and (9) survive with the factor \(4\) replaced by \(\operatorname{tr}\mathbb 1\). With the Pauli matrices \(\sigma_1,\sigma_2\) define the \(8\times8\) matrices
\[
\Gamma^\mu=\gamma^\mu\otimes\mathbb 1\ \ (\mu=0,\dots,3),\qquad \Gamma^4=i\gamma_5\otimes\sigma_1,\qquad \Gamma^5=i\gamma_5\otimes\sigma_2 .
\]
By (3), \((\Gamma^4)^2=(\Gamma^5)^2=-1\). By (2), \(\Gamma^4\) and \(\Gamma^5\) anticommute with \(\Gamma^0,\dots,\Gamma^3\), and they anticommute with each other because \(\sigma_1\) and \(\sigma_2\) do. The six matrices therefore obey the anticommutation relation with \(g=\mathrm{diag}(+,-,-,-,-,-)\). The matrix defined in the problem is \(\tilde\gamma_5=i\Gamma^0\Gamma^1\Gamma^2\Gamma^3=\gamma_5\otimes\mathbb 1\), and the four-index symbol that goes with it is \(\varepsilon\) extended by zero whenever an index equals \(4\) or \(5\). The matrix \(\tilde\gamma_5\) has square \(1\) and anticommutes with \(\Gamma^0,\dots,\Gamma^3\), but it commutes with \(\Gamma^4\) and \(\Gamma^5\), since these pass four different matrices. Equation (2) is lost for the extra directions.

For (7), take the triple \((0,1,4)\). All metric elements vanish, and so does \(\varepsilon^{014\sigma}\), so the right side is zero. The left side \(\Gamma^0\Gamma^1\Gamma^4\) is a product of invertible matrices and cannot be zero.

For (10), take \((\mu,\nu,\rho,\sigma,\alpha,\beta)=(4,0,1,4,2,3)\). The second \(\Gamma^4\) passes two different matrices on its way to the first, so \(\Gamma^4\Gamma^0\Gamma^1\Gamma^4=(\Gamma^4)^2\Gamma^0\Gamma^1=-\Gamma^0\Gamma^1\), and
\[
\operatorname{tr}(\Gamma^4\Gamma^0\Gamma^1\Gamma^4\Gamma^2\Gamma^3\tilde\gamma_5)=-\operatorname{tr}(-i\tilde\gamma_5^2)=+8i .
\]
The six metric elements in the bracket of (10) are \(g^{40},g^{41},g^{01},g^{23},g^{43},g^{42}\), all zero, so the six-term form gives zero whatever the prefactor. The program asserts both values. Among the fifteen terms only the cross term \(t_{14}=(-1)^6g^{44}\varepsilon^{0123}=-1\) is nonzero for this component. The cross sum is thus \(-1\), which shows that (14) fails, and with the prefactor \(-8i\) that belongs to \(\operatorname{tr}\mathbb 1=8\) the fifteen-term form gives \(+8i\), the right value for this component. Equations (8) and (9) remain true with \(4\) replaced by \(8\), although their derivation from (7) is no longer available. For (8), anticommute \(\Gamma^\tau\) through the other three matrices: \(\Gamma^\tau\Gamma^\sigma\Gamma^\alpha\Gamma^\beta=2g^{\tau\sigma}\Gamma^\alpha\Gamma^\beta-2g^{\tau\alpha}\Gamma^\sigma\Gamma^\beta+2g^{\tau\beta}\Gamma^\sigma\Gamma^\alpha-\Gamma^\sigma\Gamma^\alpha\Gamma^\beta\Gamma^\tau\). By the cyclic property the trace of the last product equals the trace of the left side, and \(\operatorname{tr}(\Gamma^\mu\Gamma^\nu)=8g^{\mu\nu}\) then gives (8) with the factor \(8\). For (9), if all indices lie in \(0,\dots,3\) the trace is \(\operatorname{tr}\mathbb 1_2=2\) times the four-dimensional one. If \(4\) or \(5\) occurs an odd number of times, the second tensor factor is proportional to \(\sigma_1\), \(\sigma_2\) or \(\sigma_1\sigma_2\) and is traceless. If they occur, but each an even number of times, the equal pairs give \(\pm1\) after anticommutation and leave two or no four-dimensional matrices with \(\gamma_5\), whose trace is zero by (5) or by \(\operatorname{tr}\gamma_5=0\). In the last two cases the extended \(\varepsilon\) is zero as well. Equations (7) and (10), and the equivalence of (10) with (15), may be used when all indices are four-dimensional, as at tree level, with the factor \(4\) in (10) and (15) replaced by \(\operatorname{tr}\mathbb 1\), and may not be carried over unchanged to a calculation in which indices take values beyond \(0,\dots,3\).

### (e) Compton scattering off a polarised electron

In this part \(c\) is the speed of light and all momenta are in \(\mathrm{kg\,m/s}\).

**The meaning of the projector.** For the electron at rest \(\hat p+mc=mc(\gamma^0+1)\) and \(\hat s=s_3\gamma^3=-\gamma^3\). Since \((\gamma^0+1)\gamma^0=\gamma^0+1\), a factor \(\gamma^0\) may be inserted in front of \(\gamma_5\hat s\), and \(\gamma^0\gamma_5\hat s=-\gamma^0\gamma_5\gamma^3=\gamma_5\gamma^0\gamma^3\). Writing out \(\gamma_5\) and moving the second \(\gamma^0\) through three matrices gives \(\gamma_5\gamma^0\gamma^3=-i(\gamma^0)^2\gamma^1\gamma^2(\gamma^3)^2=i\gamma^1\gamma^2\), which is the spin matrix \(\Sigma^3\), equal to \(\mathrm{diag}(\sigma_3,\sigma_3)\) in the Dirac representation. The given \(u\bar u\) is therefore \(2mc\) times the product of the projectors \(\tfrac12(1+\gamma^0)\) and \(\tfrac12(1+\Sigma^3)\). It describes an electron of positive energy with spin along \(+z\) and normalisation \(\bar uu=2mc\). The vector \(e'\) is \(e\) rotated about the \(y\) axis by \(\theta\), so both photons are circularly polarised with the same helicity.

**The trace.** In a representation with \(\gamma^0\) Hermitian and \(\gamma^j\) anti-Hermitian, anticommutation gives \(\gamma^0\gamma^{\mu\dagger}\gamma^0=\gamma^\mu\). With \(\bar u=u^\dagger\gamma^0\), complex conjugation of \(\bar u'\hat a\hat b\cdots u\) then reverses the order of the matrices and conjugates the vector components, so \(N^*=\bar u\,\hat e^*(\hat q+mc)\,\hat e'\,u'\). Writing \(NN^*\) as a trace and inserting the two given expressions,
\[
\sum|N|^2=\tfrac12\operatorname{tr}\left[(\hat p'+mc)\,\hat e'^*(\hat q+mc)\,\hat e\,(\hat p+mc)(1+\gamma_5\hat s)\,\hat e^*(\hat q+mc)\,\hat e'\right].
\]
The spin-dependent part is \(\tfrac12F(mc)\), where
\[
F(M)=\operatorname{tr}\left[(\hat p'+M)\,\hat e'^*(\hat q+M)\,\hat e\,(\hat p+M)\,\gamma_5\hat s\,\hat e^*(\hat q+M)\,\hat e'\right]
\]
is regarded as a polynomial in \(M\) at fixed four-momenta. The five matrices \(\hat e'^*,\hat e,\hat s,\hat e^*,\hat e'\) are always present. A term that keeps \(n\) of the four momenta contains \(5+n\) matrices and the power \(M^{4-n}\). By (6) only odd \(n\) contributes: \(n=3\) gives eight-matrix traces times \(M\), and \(n=1\) gives six-matrix traces times \(M^3\). The coefficient of \(M^3\) is \(T_1+T_2+T_3+T_4\). Moving \(\gamma_5\) to the right end costs \((-1)^3\) in the first three terms and \((-1)^4\) in the fourth:
\[
\begin{aligned}
T_1&=\operatorname{tr}[\hat p'\hat e'^*\hat e\,\gamma_5\hat s\,\hat e^*\hat e']=-\operatorname{tr}[\hat p'\hat e'^*\hat e\,\hat s\,\hat e^*\hat e'\gamma_5],\\
T_2&=\operatorname{tr}[\hat e'^*\hat q\,\hat e\,\gamma_5\hat s\,\hat e^*\hat e']=-\operatorname{tr}[\hat e'^*\hat q\,\hat e\,\hat s\,\hat e^*\hat e'\gamma_5],\\
T_3&=\operatorname{tr}[\hat e'^*\hat e\,\hat p\,\gamma_5\hat s\,\hat e^*\hat e']=-\operatorname{tr}[\hat e'^*\hat e\,\hat p\,\hat s\,\hat e^*\hat e'\gamma_5],\\
T_4&=\operatorname{tr}[\hat e'^*\hat e\,\gamma_5\hat s\,\hat e^*\hat q\,\hat e']=+\operatorname{tr}[\hat e'^*\hat e\,\hat s\,\hat e^*\hat q\,\hat e'\gamma_5].
\end{aligned}
\]

**Kinematics.** The photon momenta are \(k=(\hbar\omega/c)(1,0,0,1)\) and \(k'=(\hbar\omega'/c)(1,\sin\theta,0,\cos\theta)\). Squaring \(p'=p+k-k'\) with \(p'^2=p^2=(mc)^2\) and \(k^2=k'^2=0\) gives \(p\cdot k-p\cdot k'-k\cdot k'=0\), that is \(mc\,(k^0-k'^0)=k^0k'^0(1-\cos\theta)\). Solving for \(k'^0\),
\[
\hbar\omega'=\frac{\hbar\omega}{1+\dfrac{\hbar\omega}{mc^2}(1-\cos\theta)} .
\]
With \(mc^2=8.18711\times10^{-14}\,\mathrm J\) the ratio is \(\hbar\omega/mc^2=1.22143\), and
\[
\hbar\omega'=\frac{1.00000\times10^{-13}\,\mathrm J}{1+1.22143\times0.5}=6.20842\times10^{-14}\,\mathrm J,
\]
\[
E'=mc^2+\hbar\omega-\hbar\omega'=(8.18711+10.00000-6.20842)\times10^{-14}\,\mathrm J=1.19787\times10^{-13}\,\mathrm J .
\]
With \(mc=2.73092\times10^{-22}\,\mathrm{kg\,m/s}\) the time components are
\[
p'^0=\frac{E'}{c}=mc\,\frac{E'}{mc^2}=3.99566\times10^{-22}\,\mathrm{kg\,m/s},\qquad q^0=mc+\frac{\hbar\omega}{c}=6.06657\times10^{-22}\,\mathrm{kg\,m/s}.
\]

**The first trace.** Apply (11) with the six vectors \(p',e'^*,e,s,e^*,e'\) in this order. The last five have no time component. For such vectors \(x\cdot y=-\mathbf x\cdot\mathbf y\). In (12), four vectors without time component give a column of zeros, so \(\varepsilon=0\). For one general vector \(a\) and three purely spatial ones, expansion along the time column gives
\[
\varepsilon(a,x,y,z)=-a^0\,\mathbf x\cdot(\mathbf y\times\mathbf z). \tag{16}
\]
Write \(C=\cos\theta\) and \(S=\sin\theta\).

The first two terms of the bracket, \((p'\cdot e'^*)\,\varepsilon(e,s,e^*,e')\) and \(-(p'\cdot e)\,\varepsilon(e'^*,s,e^*,e')\), vanish because all four arguments of \(\varepsilon\) are spatial. The sixth term vanishes because \(s\cdot e^*=0\).

The scalar products in the other three terms are
\[
e'^*\cdot e=-\tfrac12\left[C\cdot1+(-i)(i)\right]=-\tfrac12(1+C)=-0.75000,
\]
\[
e^*\cdot e'=-\tfrac12\left[1\cdot C+(-i)(i)\right]=-\tfrac12(1+C)=-0.75000,\qquad s\cdot e'=+\frac{S}{\sqrt2}=0.61237 .
\]
For the third term, \(\mathbf s\cdot(\mathbf e^*\times\mathbf e')\) is the \(z\) component \(e^*_xe'_y-e^*_ye'_x=\tfrac12[\,i-(-i)C\,]=\tfrac i2(1+C)\), so
\[
\varepsilon(p',s,e^*,e')=-\tfrac i2(1+C)\,p'^0=-2.99675\times10^{-22}\,i\ \mathrm{kg\,m/s}.
\]
For the fourth term the triple product is cyclic, \(\mathbf e'^*\cdot(\mathbf e\times\mathbf s)=\mathbf s\cdot(\mathbf e'^*\times\mathbf e)=\tfrac12[\,Ci-(-i)\,]=\tfrac i2(1+C)\), so \(\varepsilon(p',e'^*,e,s)\) has the same value. For the fifth term, \(\mathbf e\times\mathbf e^*\) points along \(z\) with component \(\tfrac12[(-i)-i]=-i\), and \(e'^*_z=-S/\sqrt2\), so the triple product is \(iS/\sqrt2\) and
\[
\varepsilon(p',e'^*,e,e^*)=-\frac{iS}{\sqrt2}\,p'^0=-2.44683\times10^{-22}\,i\ \mathrm{kg\,m/s}.
\]
The three nonzero terms of the bracket, in units of \(10^{-22}\,\mathrm{kg\,m/s}\), are
\[
\begin{aligned}
(e'^*\cdot e)\,\varepsilon(p',s,e^*,e')&=\tfrac i4(1+C)^2p'^0=(-0.75)(-2.99675\,i)=2.24756\,i,\\
(e^*\cdot e')\,\varepsilon(p',e'^*,e,s)&=\tfrac i4(1+C)^2p'^0=(-0.75)(-2.99675\,i)=2.24756\,i,\\
-(s\cdot e')\,\varepsilon(p',e'^*,e,e^*)&=\tfrac i2S^2p'^0=(-0.61237)(-2.44683\,i)=1.4984\,i.
\end{aligned}
\]
With \(S^2=(1+C)(1-C)\) their sum is
\[
\tfrac i2\,p'^0\left[(1+C)^2+S^2\right]=\tfrac i2\,p'^0(1+C)\left[(1+C)+(1-C)\right]=i\,p'^0(1+C),
\]
which is \(5.99349\times10^{-22}\,i\ \mathrm{kg\,m/s}\). Multiplication by \(-4i\) gives
\[
\operatorname{tr}[\hat p'\hat e'^*\hat e\,\hat s\,\hat e^*\hat e'\gamma_5]=4p'^0(1+\cos\theta), \tag{17}
\]
and with the sign from moving \(\gamma_5\),
\[
T_1=-4\,\frac{E'}{c}(1+\cos\theta)=-4\times5.99349\times10^{-22}\,\mathrm{kg\,m/s}=-2.39740\times10^{-21}\,\mathrm{kg\,m/s},
\]
or \(-4.48591\,\mathrm{MeV}/c\). The program tests this closed form against the trace of explicit matrices at five other angles, and tests the value from (11) against the matrix trace at \(60^\circ\).

**The other three traces.** The derivation of (17) used no property of \(p'\), so (17) holds with any vector \(a\) in the first place and \(a^0\) on the right. The position of \(\hat a\) in the product is handled as follows. The trace is linear in \(a\). The spatial part of \(a\) gives a trace of six spatial vectors, in which every \(\varepsilon\) of (11) vanishes, wherever \(\hat a\) stands. The time part \(a^0\gamma^0\) anticommutes with each of the five spatial slashed matrices. Inside these traces \(\hat a\) can therefore be moved to the front at the cost of one sign for each matrix passed. In \(T_2\) the matrix \(\hat q\) passes one matrix, in \(T_3\) the matrix \(\hat p\) passes two, and in \(T_4\) the matrix \(\hat q\) passes four. With \(4(1+\cos\theta)=6\),
\[
\begin{aligned}
T_2&=(-1)(-1)\,4q^0(1+C)=+6\times6.06657\times10^{-22}=+3.63994\times10^{-21}\,\mathrm{kg\,m/s},\\
T_3&=(-1)(+1)\,4mc\,(1+C)=-6\times2.73092\times10^{-22}=-1.63855\times10^{-21}\,\mathrm{kg\,m/s},\\
T_4&=(+1)(+1)\,4q^0(1+C)=+3.63994\times10^{-21}\,\mathrm{kg\,m/s},
\end{aligned}
\]
in agreement with the values that the program obtains by applying (11) to each ordering separately. In the sum, \(q^0=mc+k^0\) and \(p'^0=mc+k^0-k'^0\) give \(2q^0-mc-p'^0=k^0+k'^0\), so
\[
T_1+T_2+T_3+T_4=4(1+\cos\theta)\,\frac{\hbar\omega+\hbar\omega'}{c}. \tag{18}
\]
Numerically,
\[
(-2.39740+3.63994-1.63855+3.63994)\times10^{-21}\,\mathrm{kg\,m/s}=3.24393\times10^{-21}\,\mathrm{kg\,m/s},
\]
or \(6.06990\,\mathrm{MeV}/c\). The program tests this sum independently. It evaluates \(F(M)\) with explicit matrices at five values of \(M\), solves for the five polynomial coefficients, and asserts that the even coefficients vanish and that the cubic one equals the sum of the four traces. The cubic coefficient found in this way is \(3.24393\times10^{-21}\,\mathrm{kg\,m/s}\). The six-matrix contribution to \(\sum|N|^2\) is \(\tfrac12(mc)^3\) times (18), which is \(3.303\times10^{-86}\,(\mathrm{kg\,m/s})^4\).

**Limits and symmetry.** Forward scattering gives a check of (17) that does not use (11). For \(\theta=0\) one has \(e'=e\) and \(p'=p\), with \(\hat e=-(\gamma^1+i\gamma^2)/\sqrt2\) and \(\hat e^*=-(\gamma^1-i\gamma^2)/\sqrt2\). Then
\[
\hat e^*\hat e=\tfrac12\left[(\gamma^1)^2+(\gamma^2)^2+i\gamma^1\gamma^2-i\gamma^2\gamma^1\right]=-1+i\gamma^1\gamma^2 .
\]
Since \((i\gamma^1\gamma^2)^2=(\gamma^1)^2(\gamma^2)^2=1\), the square is \((\hat e^*\hat e)^2=2-2i\gamma^1\gamma^2\). The matrix \(\hat s=-\gamma^3\) commutes with \(\hat e^*\hat e\), so the trace in (17) is \(mc\operatorname{tr}[\gamma^0(2-2i\gamma^1\gamma^2)(-\gamma^3)\gamma_5]\). The first part vanishes by (5) and the second is \(2i\,mc\,(-4i)=8mc\), which equals \(4p'^0(1+\cos\theta)\) at \(\theta=0\).

For \(\theta=\pi\) the outgoing vector is \(e'=-e^*\). Then \(\hat e'^*\hat e=-\hat e\hat e=-e\cdot e=0\), and likewise \(\hat e^*\hat e'=0\). Each \(T_i\) contains at least one of these two adjacent pairs, which accounts for the zero of the factor \(1+\cos\theta\). For \(\hbar\omega\ll mc^2\) all four time components tend to \(mc\), each trace has modulus \(4mc(1+\cos\theta)\) at leading order, and the four cancel in pairs, leaving (18), which is of first order in \(\hbar\omega/mc^2\) relative to a single trace.

Reversing both helicities replaces \(e\) by \(e^*\) and \(e'\) by \(e'^*\). The vectors \(p'\) and \(s\) are real, so every argument in the bracket of (11) is replaced by its complex conjugate, and the bracket, a polynomial with real coefficients in the components, is conjugated as well. It is purely imaginary, so it changes sign, and \(T_1\) becomes \(+2.39740\times10^{-21}\,\mathrm{kg\,m/s}\). The program tests this sign change. Reversing \(s\) also changes the sign, because the trace is linear in \(s\). For two photons of equal helicity the quantity thus depends on the product of the helicity and the spin projection on the beam axis.

The result (18) is one piece of a squared amplitude and is not an observable. The eight-matrix terms of \(F\) have the same dimension once \(M=mc\) is inserted and must be added. The denominators \(q^2-(mc)^2\), the \(u\)-channel diagram and the interference of the two diagrams are also needed for a cross section. The \(s\)-channel numerator alone changes under \(e\to e+\lambda k\): the shift adds \(\lambda\,\bar u'\hat e'^*(\hat q+mc)\hat k\,u\), and with \(\hat ku=(\hat q-\hat p)u=(\hat q-mc)u\) this is \(\lambda\,[q^2-(mc)^2]\,\bar u'\hat e'^*u\), which is not zero in general. The values above therefore belong to the stated polarisation vectors, which have no time component in the rest frame of the initial electron.

## Table of computed values

```
Dirac: max error triple 0.0e+00, four-trace 0.0e+00, six-trace 0.0e+00
Weyl: max error triple 0.0e+00, four-trace 0.0e+00, six-trace 0.0e+00
random: max error triple 2.4e-15, four-trace 3.6e-15, six-trace 5.3e-15
nonzero six-trace components: 480 of 4096
max |sum of nine cross terms| = 0.0e+00
d=6: trace(4,0,1,4,2,3,g5) = +8.0 i, six-term bracket = 0.0
m c = 2.73092e-22 kg m/s
m c^2 = 8.18711e-14 J
photon energy in = 1.00000e-13 J
theta = 60.0 deg, cos = 0.50000, sin = 0.86603
hbar omega/(m c^2) = 1.22143
photon energy out = 6.20842e-14 J
E' = 1.19787e-13 J
E'/c = 3.99566e-22 kg m/s
p'_x, p'_z = -1.79346e-22, 2.30019e-22 kg m/s
q^0, q_z = 6.06657e-22, 3.33564e-22 kg m/s
e'*.e = -0.75000 +0.00000 i
e*.e' = -0.75000 +0.00000 i
s.e' = +0.61237 +0.00000 i
s.e* = +0.00000 +0.00000 i
eps(p',s,e*,e') = +0.00000e+00 -2.99675e-22 i kg m/s
eps(p',e'*,e,s) = +0.00000e+00 -2.99675e-22 i kg m/s
eps(p',e'*,e,e*) = +0.00000e+00 -2.44683e-22 i kg m/s
bracket term 1 = +0.00000e+00 +0.00000e+00 i kg m/s
bracket term 2 = +0.00000e+00 +0.00000e+00 i kg m/s
bracket term 3 = +0.00000e+00 +2.24756e-22 i kg m/s
bracket term 4 = +0.00000e+00 +2.24756e-22 i kg m/s
bracket term 5 = +0.00000e+00 +1.49837e-22 i kg m/s
bracket term 6 = +0.00000e+00 +0.00000e+00 i kg m/s
bracket sum = +0.00000e+00 +5.99349e-22 i kg m/s
T1 (formula) = -2.39740e-21 +0.00000e+00 i kg m/s
T2 (formula) = +3.63994e-21 +0.00000e+00 i kg m/s
T3 (formula) = -1.63855e-21 +0.00000e+00 i kg m/s
T4 (formula) = +3.63994e-21 +0.00000e+00 i kg m/s
T1 (matrices) = -2.39740e-21 +0.00000e+00 i kg m/s
T1, both helicities reversed = +2.39740e-21 +0.00000e+00 i kg m/s
T1+T2+T3+T4 = +3.24393e-21 +0.00000e+00 i kg m/s
M^3 coefficient of F (matrices) = +3.24393e-21 +0.00000e+00 i kg m/s
T1 = -4.48591 MeV/c
T1+T2+T3+T4 = 6.06990 MeV/c
```
